# The continuity equation for interacting electrons, with and without nonlocal potentials

## What symmetry and dimensions allow

Multiplying a wavefunction by a constant phase changes no prediction, and a Hermitian Hamiltonian conserves the norm. The number of electrons $N$ is therefore fixed, and the rate of change of the density $n(\mathbf r,t)$ must integrate to zero over space. A divergence $-\nabla\cdot\mathbf j$ does this if the current density $\mathbf j$ falls off faster than $1/r^2$ far away, so that no net flux passes through a distant sphere, whose area grows as $r^2$.

The form of $\mathbf j$ is nearly fixed too. It counts electrons per area and time. The kinetic energy supplies the constant $\hbar/m$, with dimension length²/time. Multiplied by one gradient and by a product $\psi^*\psi$, which has the dimension of a density, it gives the right dimension. Complex conjugation of $\psi$ reverses all velocities, so $\mathbf j$ must change sign under it. Of the two real parts of $\psi^*\nabla\psi$, the imaginary one does so. This leaves

$$\mathbf j=c\,\frac{\hbar}{m}\,\mathrm{Im}(\psi^*\nabla\psi).$$

A plane wave $\psi=\sqrt{n}\,e^{i\mathbf k\cdot\mathbf r}$ has velocity $\hbar\mathbf k/m$ and should carry $\mathbf j=n\hbar\mathbf k/m$. Since $\mathrm{Im}(\psi^*\nabla\psi)=n\mathbf k$, the number $c$ is 1.

A second symmetry shows which energy terms can matter. Under a position-dependent phase change $\psi\to e^{i\chi(\mathbf r)}\psi$, the energy of a local potential, $\int v|\psi|^2$, stays the same. The kinetic energy contains a gradient and does change. So, in general, does the energy of a nonlocal potential with a fixed kernel, which compares $\psi$ at two different points. One should expect the last two to move density, and the first not to. The derivation has to confirm this for $N$ interacting electrons.

## Stage 1: one electron, local potential

Let $i\hbar\,\partial_t\psi=H\psi$ with $H=-\hbar^2\nabla^2/2m+v(\mathbf r,t)$, $v$ real, and no vector potential. Then $\partial_t\psi=-(i/\hbar)H\psi$, and

$$\partial_t|\psi|^2=2\,\mathrm{Re}(\psi^*\partial_t\psi)=2\,\mathrm{Re}\left[-\frac{i}{\hbar}\psi^*H\psi\right]=\frac{2}{\hbar}\,\mathrm{Im}(\psi^*H\psi),$$

because $\mathrm{Re}(-iz)=\mathrm{Im}\,z$.

The potential contributes $(2/\hbar)\,\mathrm{Im}(v|\psi|^2)=0$, since $v|\psi|^2$ is real. For the kinetic part, the product rule gives

$$\nabla\cdot(\psi^*\nabla\psi)=|\nabla\psi|^2+\psi^*\nabla^2\psi .$$

The first term on the right is real, so the imaginary parts obey

$$\mathrm{Im}(\psi^*\nabla^2\psi)=\nabla\cdot\mathrm{Im}(\psi^*\nabla\psi).$$

The prefactor is $(2/\hbar)(-\hbar^2/2m)=-\hbar/m$. Hence

$$\partial_t|\psi|^2=-\nabla\cdot\left[\frac{\hbar}{m}\mathrm{Im}(\psi^*\nabla\psi)\right]=-\nabla\cdot\mathbf j .$$

**Limit: a real wavefunction.** If $\psi$ is real at some instant, $\mathbf j=0$ and the density is momentarily at rest, whatever $v$ is. The potential can set it in motion only by first giving $\psi$ a position-dependent phase.

**Where it fails.** For a complex local potential $v=v_R+iv_I$, the same line leaves $(2/\hbar)v_I|\psi|^2$. A negative $v_I$ removes probability. The reality of $v$ is a condition of the result.

## Stage 2: N electrons with interaction

Write $x=(\mathbf r,\sigma)$ for position and spin. The Hamiltonian is

$$H=\sum_i\left[-\frac{\hbar^2}{2m}\nabla_i^2+v(\mathbf r_i,t)\right]+\sum_{i<j}w(|\mathbf r_i-\mathbf r_j|),$$

with $w$ real. The wavefunction $\Psi(x_1,\dots,x_N,t)$ is normalized, antisymmetric, and falls off fast enough at infinity for surface terms there to vanish, as it does for bound electrons. Let $\int dX$ denote integration over the positions of electrons $2,\dots,N$ together with the sum over all $N$ spins. Because $|\Psi|^2$ is symmetric, each electron contributes equally to the density, and electron 1 can stand for all of them:

$$n(\mathbf r)=N\int dX\,|\Psi|^2,\qquad \mathbf j(\mathbf r)=\frac{\hbar}{m}N\int dX\,\mathrm{Im}(\Psi^*\nabla_1\Psi),\qquad \mathbf r_1=\mathbf r .$$

The first line of Stage 1 used no property of a single electron, so

$$\partial_t n=\frac{2N}{\hbar}\int dX\,\mathrm{Im}(\Psi^*H\Psi).$$

*Potential and interaction.* Both multiply $\Psi$ by a real number at each point of configuration space. Their contribution is $\mathrm{Im}[(\sum_i v+\sum_{i<j}w)|\Psi|^2]=0$. This holds before any integration, and for a repulsion of any strength or shape.

*Kinetic terms.* The product rule applies to each electron separately:

$$\frac{2}{\hbar}\,\mathrm{Im}\left(-\frac{\hbar^2}{2m}\Psi^*\nabla_i^2\Psi\right)=-\frac{\hbar}{m}\nabla_i\cdot\mathrm{Im}(\Psi^*\nabla_i\Psi).$$

For $i\ge2$ the position $\mathbf r_i$ is integrated over. The divergence theorem turns the integral into a surface term at infinity, which vanishes. For $i=1$ the position is held fixed at $\mathbf r$, and the divergence can be taken outside the integral, giving $-\nabla\cdot\mathbf j$. Therefore

$$\partial_t n+\nabla\cdot\mathbf j=0 .$$

With Coulomb forces, $w$ diverges where two electrons meet. I assume that $\Psi$ and its gradient stay bounded there. Cutting out a sphere of radius $\epsilon$ in the relative coordinate then adds a surface term at most of order $\epsilon^2$, which vanishes as $\epsilon\to0$.

**Limit: independent electrons.** Take two electrons of equal spin in orthonormal orbitals, $\Psi=[\varphi_1(\mathbf r_1)\varphi_2(\mathbf r_2)-\varphi_2(\mathbf r_1)\varphi_1(\mathbf r_2)]/\sqrt2$. In $2\int\Psi^*\nabla_1\Psi\,d^3r_2$ the cross terms contain $\int\varphi_1^*\varphi_2\,d^3r_2=0$ or its conjugate. What remains is $\varphi_1^*\nabla\varphi_1+\varphi_2^*\nabla\varphi_2$. The current is the sum of two Stage 1 currents, as it should be.

**Consequence for Kohn–Sham theory.** Kohn–Sham electrons move independently in a real local potential and reproduce $n(\mathbf r,t)$. Their current $\mathbf j_s$ obeys the same equation with the same $\partial_t n$, so $\nabla\cdot\mathbf j_s=\nabla\cdot\mathbf j$. The two currents may still differ by a field without divergence.

## What "drops out" does and does not mean

The interaction is absent from $\partial_t n$ for a *given* $\Psi$. It still changes $\Psi$. Let $W=\sum_{i<j}w$. During a short time $\delta t$, the interaction alone multiplies $\Psi$ by $e^{-iW\delta t/\hbar}$. The density is unaffected, but

$$\mathrm{Im}(\Psi^*\nabla_1\Psi)\to\mathrm{Im}(\Psi^*\nabla_1\Psi)-\frac{\delta t}{\hbar}|\Psi|^2\nabla_1W .$$

Multiplying by $N\hbar/m$ and integrating gives the change of current,

$$\delta\mathbf j=-\frac{\delta t}{m}N\int dX\,|\Psi|^2\nabla_1W .$$

This is force density times time over mass. The interaction acts on the current first, and the changed current then moves the density.

## Stage 3: one electron, nonlocal potential

Pseudopotentials and exchange operators act as

$$(V_{nl}\psi)(\mathbf r)=\int u(\mathbf r,\mathbf r')\psi(\mathbf r')\,d^3r',\qquad u(\mathbf r,\mathbf r')=u^*(\mathbf r',\mathbf r),$$

where the second relation expresses Hermiticity. Adding $V_{nl}$ to $H$ in $\partial_t|\psi|^2=(2/\hbar)\mathrm{Im}(\psi^*H\psi)$ gives

$$\partial_t|\psi|^2+\nabla\cdot\mathbf j=S,\qquad S(\mathbf r)=\frac{2}{\hbar}\mathrm{Im}\int u(\mathbf r,\mathbf r')\,\psi^*(\mathbf r)\psi(\mathbf r')\,d^3r' .$$

The product $\psi^*(\mathbf r)\psi(\mathbf r')$ carries the phase difference between two points, so it need not be real.

**Limit: a local kernel.** For $u=U(\mathbf r)\delta(\mathbf r-\mathbf r')$ with real $U$, the integral is $U|\psi|^2$, which is real, and $S=0$.

**Limit: a short-range kernel.** Let $u$ be a real, isotropic function of $\mathbf s=\mathbf r-\mathbf r'$, with a range much shorter than the scale on which $\psi$ varies. Expand $\psi(\mathbf r-\mathbf s)$ to second order. The zeroth-order term acts as a constant potential, the linear term averages to zero, and with $\int s_as_b\,u\,d^3s=M\delta_{ab}$ the quadratic term is $\tfrac12M\nabla^2\psi$. To this order

$$S=\frac{M}{\hbar}\mathrm{Im}(\psi^*\nabla^2\psi)=\nabla\cdot\left[\frac{M}{\hbar}\mathrm{Im}(\psi^*\nabla\psi)\right].$$

Moved to the left side, this changes the factor $\hbar/m$ in the current to $\hbar/m-M/\hbar=\hbar/m^*$, with $1/m^*=1/m-M/\hbar^2$. The Hamiltonian agrees: $-\hbar^2\nabla^2/2m+M\nabla^2/2=-\hbar^2\nabla^2/2m^*$. In this limit the bare-mass current misses a flow $-(M/\hbar)\,\mathrm{Im}(\psi^*\nabla\psi)$, and the source is minus the divergence of that flow. For a plane wave $S=0$, although the missed flow, $-(M/\hbar)\,n\mathbf k$, is not zero.

## Stage 4: N electrons, nonlocal potential

Add $\sum_iV_{nl}(i)$, taken independent of spin. For $i\ge2$, consider the integral over $\mathbf r_i$ with all other variables fixed:

$$Q=\iint\Psi^*(\mathbf r_i)\,u(\mathbf r_i,\mathbf r')\,\Psi(\mathbf r')\,d^3r_i\,d^3r' .$$

Take the complex conjugate, exchange the names $\mathbf r_i$ and $\mathbf r'$, and use $u^*(\mathbf r',\mathbf r_i)=u(\mathbf r_i,\mathbf r')$. The result is $Q^*=Q$. So $Q$ is real and contributes nothing. For $i=1$ the position $\mathbf r$ is not integrated, and the term survives. With the one-body density matrix

$$\gamma(\mathbf r,\mathbf r')=N\int dX\,\Psi(\mathbf r\sigma,\dots)\Psi^*(\mathbf r'\sigma,\dots),$$

the complete result is

$$\boxed{\partial_t n+\nabla\cdot\mathbf j=S,\qquad S(\mathbf r,t)=\frac{2}{\hbar}\,\mathrm{Im}\int u(\mathbf r,\mathbf r')\,\gamma(\mathbf r',\mathbf r)\,d^3r'}$$

For $N=1$, $\gamma(\mathbf r',\mathbf r)=\psi(\mathbf r')\psi^*(\mathbf r)$ and Stage 3 returns.

**The source creates no electrons.** Integrate $S$ over $\mathbf r$. Since $\gamma^*(\mathbf r',\mathbf r)=\gamma(\mathbf r,\mathbf r')$, the exchange of names used for $Q$ shows that $\iint u\gamma$ is real, so $\int S\,d^3r=0$. The nonlocal potential takes density from one place and puts it in another. On a line, this transfer can be written as a current,

$$j_{nl}(x)=-\int_{-\infty}^{x}S(x')\,dx',\qquad \partial_t n+\partial_x(j+j_{nl})=0 .$$

In three dimensions $S$ fixes only the divergence of such a current.

**Dipole form.** Multiply the result by $r_a$ and integrate. By parts, $-\int r_a\nabla\cdot\mathbf j\,d^3r=\int j_a\,d^3r$, so

$$\frac{d}{dt}\int\mathbf r\,n\,d^3r=\int\mathbf j\,d^3r+\int\mathbf r\,S\,d^3r .$$

To read the last term, write $\mathrm{Im}\,z=(z-z^*)/2i$ and exchange the names in the conjugate part:

$$\int\mathbf r\,S\,d^3r=\frac{1}{i\hbar}\iint(\mathbf r-\mathbf r')\,u(\mathbf r,\mathbf r')\gamma(\mathbf r',\mathbf r)\,d^3r\,d^3r' .$$

The commutator $[V_{nl},\mathbf r]$ has the kernel $u(\mathbf r,\mathbf r')(\mathbf r'-\mathbf r)$, and $1/(i\hbar)=-i/\hbar$. The term therefore equals $(i/\hbar)\langle[\sum_iV_{nl}(i),\sum_i\mathbf r_i]\rangle$: the velocity is no longer momentum over mass.

In linear response at frequency $\omega$, with changes varying as $e^{-i\omega t}$ and $u$ fixed in time, the dipole equation becomes

$$-i\omega\int\mathbf r\,\delta n\,d^3r=\int\delta\mathbf j\,d^3r+\int\mathbf r\,\delta S\,d^3r .$$

A response computed from the density and one computed from $\delta\mathbf j$ alone disagree by the last term.

## A nonlocal potential without a source

The exchange operator of a determinant, for orbitals of definite spin, has the kernel $u_\sigma(\mathbf r,\mathbf r')=-\gamma_\sigma(\mathbf r,\mathbf r')\,w(|\mathbf r-\mathbf r'|)$. Applying the source formula to each spin gives

$$u_\sigma(\mathbf r,\mathbf r')\gamma_\sigma(\mathbf r',\mathbf r)=-w\,|\gamma_\sigma(\mathbf r,\mathbf r')|^2 ,$$

which is real, so $S=0$. Nonlocality allows a source but does not guarantee one. The cancellation comes from having the same $\gamma_\sigma$ in both factors at the same time. If the exchange operator is frozen at an earlier density matrix while the orbitals move on, the product is in general complex and a source appears.

## Worked example: two electrons on a line

The model uses Hartree atomic units ($\hbar=m=e=1$), with lengths in bohr. Two electrons in a spin triplet have

$$v=\tfrac12(0.5)^2x^2+0.3\,x\cos t,\qquad w=\frac{1}{\sqrt{(x_1-x_2)^2+1}} .$$

The nonlocal kernel, when present, is $u=D\,g(x)g(x')$ with $D=0.7$ hartree and $g\propto e^{-(x-1)^2/2(0.8)^2}$, where $\int g^2dx=1$. The initial state is

$$\Psi\propto[a(x_1)b(x_2)-b(x_1)a(x_2)]\left[1-0.4\,e^{-(x_1-x_2)^2}\right],$$

$$a=e^{-(x+1.5)^2/2+0.8ix},\qquad b=e^{-(x-1.5)^2/2-0.3ix}.$$

The last bracket of $\Psi$ makes it a correlated state, not a single determinant. The slope $\partial_tn$ was found by propagating $\Psi$ over short times forwards and backwards and differencing the densities. The quantities $j$ and $S$ were computed from $\Psi$ at $t=0$, so the two sides of the balance come from different calculations.

**Local potentials and repulsion.** The slope reaches 0.41 electrons per bohr per atomic unit of time, while $|\partial_tn+\partial_xj|$ stays below $10^{-9}$ in the same unit. Removing the repulsion changes the slope by no more than about $10^{-10}$. By $t=1$, however, the densities with and without repulsion differ by more than 0.04 per bohr in places. The repulsion is invisible in the first slope and plain in the later density, and the continuity equation still holds at $t=1$.

**Nonlocal potential on.** At three points, in electrons per bohr per atomic unit of time:

| $x$ | $\partial_tn$ | $\partial_xj$ | $S$ |
|---|---|---|---|
| $-1.5$ | 0.0126 | $-0.0122$ | 0.0004 |
| 0 | 0.137 | $-0.173$ | $-0.036$ |
| 1.5 | 0.061 | $-0.007$ | 0.054 |

At $x=0$ the sum is $0.137-0.173=-0.036$, equal to $S$. At $x=1.5$ it is $0.061-0.007=0.054$. There the current accounts for little of the rise in density; most of it is the source. At $x=-1.5$ the source is small because this kernel gives $S(x)=2D\,g(x)\,\mathrm{Im}\int g(x')\gamma(x',x)\,dx'$. The factor $g(x)$ is centred at $x=1$ and at $x=-1.5$ has fallen to $e^{-2.5^2/2(0.8)^2}$, less than 1% of its peak. The sign change of $S$ comes from the integral, since $g$ is positive. Over the whole line $S$ integrates to zero within rounding error.

**Electrons on the right half-line.** Integrating the balance over $x>0$ gives

$$\frac{dN_{x>0}}{dt}=j(0)+\int_0^\infty S\,dx=0.0244+0.0079=0.0323$$

per atomic unit of time. Propagation gives the same 0.0323. With 0.02419 fs per atomic unit, this is 1.34 electrons per femtosecond, an instantaneous rate. The current through $x=0$ alone would fall short by $0.0079/0.0323$, or 24% of the true rate. Since $\int S\,dx=0$, the missing 0.0079 equals $j_{nl}(0)$.

**Dipole.** The integral of $j$ is 0.500, which can be understood from the state. The phases of the two products are $e^{i(0.8x_1-0.3x_2)}$ and $e^{i(0.8x_2-0.3x_1)}$. Both contain the common factor $e^{0.25i(x_1+x_2)}$, and the rest depends on $x_1-x_2$ apart from a real Gaussian in $x_1+x_2$. The total momentum is thus $2\times0.25=0.5$. With local potentials the dipole integral $\int xn\,dx$ indeed grows at 0.500 bohr per atomic unit of time. With the nonlocal potential it grows at

$$0.500+0.120=0.620 ,$$

where 0.120 is $\int xS\,dx$. The commutator, evaluated separately on the two-electron wavefunction, gives the same 0.120. Momentum over mass misses 19% of the true rate here.

**Exchange.** For a determinant made from $a$ and $b$ after orthonormalization, the exchange operator built from its own density matrix leaves an imbalance $|\partial_tn+\partial_xj|$ of about $10^{-9}$. Built instead from the two lowest eigenstates of the well with the field at $t=0$, it leaves up to 0.12 electrons per bohr per atomic unit of time. Subtracting $S$ brings this down to about $2\times10^{-9}$. Both operators are nonlocal; the difference lies in whose density matrix they contain. The numerical output below gives these results with more digits.

## Computed values

```
All quantities in Hartree atomic units unless stated
box length 24.0 bohr, 128 points, spacing 0.1875 bohr
well frequency 0.5, field 0.3, field frequency 1.0
nonlocal strength D 0.7 hartree
projector center 1.0 bohr, width 0.8 bohr
time offset in stencil 0.004 a.u.
electron number 2.000000
LOCAL POTENTIAL AND REPULSION, t = 0
max |dn/dt| 0.40884
max |dn/dt + dj/dx| 5.7e-10
max change of dn/dt without repulsion 9.7e-11
LATER TIME t = 1.0 a.u.
max change of n without repulsion 0.04431 per bohr
max |dn/dt + dj/dx| with repulsion 1.3e-10
TERMS OF THE OTHER ELECTRON: max before, after integration
kinetic  0.05656  1.8e-17
nonlocal 0.01200  5.7e-18
NONLOCAL POTENTIAL ON, t = 0
x (bohr)     n       dn/dt     dj/dx     sum       S
 -3.00    0.06090  -0.14616   0.14616   0.00000   0.00000
 -1.50    0.57458   0.01260  -0.01218   0.00042   0.00042
  0.00    0.09763   0.13670  -0.17281  -0.03612  -0.03612
  1.50    0.57458   0.06145  -0.00699   0.05445   0.05445
  3.00    0.06090  -0.04904   0.05481   0.00577   0.00577
max |dn/dt + dj/dx| 0.08384
max |dn/dt + dj/dx - S| 5.7e-10
integral of S over the line 2.6e-18
ELECTRON NUMBER AT x > 0 (electrons per a.u. of time)
rate from propagation 0.032315
current j(0) 0.024408
source integral over x > 0 0.007907
j(0) plus source 0.032315
atomic unit of time 0.024189 fs
rate from propagation 1.3359 electrons per fs
DIPOLE BALANCE (bohr per a.u. of time)
d/dt of integral x n, local only 0.500000
d/dt of integral x n, nonlocal on 0.619995
integral of j 0.500000
integral of x S 0.119995
commutator expectation value 0.119995
EXCHANGE OPERATOR ON A DETERMINANT: max |dn/dt + dj/dx|
built from its own density matrix 1.1e-09
built from well eigenstates 0.11640
same, after subtracting S 2.2e-09
```
